# Why Ehrenfest Dynamics Misses the Joule Heating of Ions

A molecular vibration with a quantum of 50 meV starts with 0.17 quanta, its thermal share at 300 K. A bias of 0.6 V then drives a current of 10.9 µA through the molecule. After 5.9 ps a quantum treatment of the vibration gives 0.80 quanta, and Ehrenfest dynamics gives 0.024. Both describe the same electrons, the same coupling and the same bias. In one the current heats the ion, and in the other the ion cools towards rest.

## The belief and its appeal

In Ehrenfest dynamics the ions are classical particles. They feel the quantum average of the electronic force, and the electrons evolve in the field of the moving ions. It is believed that this describes Joule heating: the electrons are driven out of equilibrium, they exchange energy with the ions, and so a current should warm the ions.

The belief has real support. The exchange of energy is consistent, since the work done by the mean force on the ions is taken from the electrons. The electrons also respond to the motion with a delay, which produces electronic friction, and the calculation below shows that this friction is correct at leading order. What is missing is the fluctuation of the force about its mean.

## The model

Let one harmonic mode of frequency $\Omega$ couple to the occupation $n$ of an electronic level:

$$H=H_e+\hbar\Omega\, b^\dagger b+\lambda\,\xi\,\delta n,\qquad \xi=b+b^\dagger,\quad \delta n=n-\bar n .$$

Here $\bar n$ is the steady mean occupation with the ion at $\xi=0$. Subtracting it places the origin of $\xi$ at the equilibrium position under bias. The electrons do not interact with each other, the coupling $\lambda$ is weak, and the zero-point energy is left out of $H$. The fluctuations have the spectrum

$$S(\omega)=\int_{-\infty}^{\infty}d\tau\,e^{i\omega\tau}C(\tau),\qquad C(\tau)=\langle\delta n(\tau)\,\delta n(0)\rangle .$$

Let the electrons be in eigenstates $i$ of $H_e$ with probabilities $p_i$. Then $C(\tau)=\sum_{if}p_i|\delta n_{fi}|^2e^{i(E_i-E_f)\tau/\hbar}$, and the time integral gives

$$S(\omega)=2\pi\hbar\sum_{if}p_i|\delta n_{fi}|^2\,\delta(E_f-E_i-\hbar\omega).$$

Positive $\omega$ therefore means that the electrons gain $\hbar\omega$, and negative $\omega$ that they lose it.

## What the quantum vibration does

The matrix element of $\xi$ from $N$ to $N+1$ quanta is $\sqrt{N+1}$. The golden rule gives the rate of this step as

$$\frac{2\pi}{\hbar}\lambda^2(N+1)\sum_{if}p_i|\delta n_{fi}|^2\delta(E_f-E_i+\hbar\Omega)=(N+1)R_e,\qquad R_e=\frac{\lambda^2}{\hbar^2}S(-\Omega).$$

The step from $N$ to $N-1$ has the squared matrix element $N$ and the rate $NR_a$, with $R_a=\lambda^2S(\Omega)/\hbar^2$. Averaged over the distribution of quanta, the mean number obeys

$$\frac{dN}{dt}=(N+1)R_e-NR_a=R_e-\gamma N,\qquad \gamma=R_a-R_e .$$

The term $R_e$ that stands alone is spontaneous emission. It acts even when the vibration holds no quanta. For $\gamma>0$ the steady value is $N_{ss}=R_e/\gamma$.

## What the Ehrenfest vibration does

Replace $b$ by a complex number and $\delta n$ by its average:

$$\dot b=-i\Omega b-\frac{i\lambda}{\hbar}\langle\delta n\rangle .$$

The number of classical quanta is $N_{cl}=|b|^2$. Since $d|b|^2/dt=2\,\mathrm{Re}(b^*\dot b)$, the first term drops out and

$$\frac{dN_{cl}}{dt}=-\frac{2\lambda}{\hbar}\,\mathrm{Im}(b)\,\langle\delta n\rangle .$$

At weak coupling $b\simeq|b|e^{-i\Omega t}$ with a slowly varying $|b|$, so $\mathrm{Im}\,b=-|b|\sin\Omega t$ and $\xi=2|b|\cos\Omega t$. Linear response gives the mean occupation,

$$\langle\delta n(t)\rangle=-\frac{i\lambda}{\hbar}\int_0^\infty d\tau\,[C(\tau)-C(-\tau)]\,\xi(t-\tau),$$

where the bracket is the average commutator of $\delta n(\tau)$ with $\delta n(0)$. Over one period, $\sin\Omega t\,\cos\Omega(t-\tau)$ averages to $\tfrac12\sin\Omega\tau$. Hence

$$\frac{dN_{cl}}{dt}=-\frac{2i\lambda^2}{\hbar^2}N_{cl}\int_0^\infty d\tau\,[C(\tau)-C(-\tau)]\sin\Omega\tau .$$

The integrand is even in $\tau$, so the integral is half of that over all times. The two terms of the bracket contribute equally there, which leaves

$$\int_{-\infty}^{\infty}d\tau\,C(\tau)\sin\Omega\tau=\frac{S(\Omega)-S(-\Omega)}{2i}.$$

The result is

$$\frac{dN_{cl}}{dt}=-\frac{\lambda^2}{\hbar^2}[S(\Omega)-S(-\Omega)]N_{cl}=-\gamma N_{cl}.$$

This is the quantum equation without $R_e$. Absorption and stimulated emission, both proportional to $N$, survive as net friction. Spontaneous emission is gone, because the mean response contains only the commutator, the difference of the two noise powers. An ion at rest in a steady current stays at rest, however hot the electrons are.

One may prefer to identify the classical energy with $\hbar\Omega(N+\tfrac12)$. Setting $N=M-\tfrac12$ in the quantum equation gives

$$\frac{dM}{dt}=R_e-\gamma\left(M-\tfrac12\right)=-\gamma M+\tfrac12(R_a+R_e).$$

In this reading the lost term is the symmetrized noise: spontaneous emission plus the part, $\gamma/2$, that protects zero-point motion from friction. Sampling the initial positions and momenta from the quantum distribution does not restore it, since every trajectory, and so their average, still decays at the rate $\gamma$.

The last equation also shows a remedy at this order. Add to $\langle\delta n\rangle$ a classical random signal with spectrum $\tfrac12[S(\Omega)+S(-\Omega)]$. It makes $|b|^2$ grow at $\lambda^2/\hbar^2$ times that spectrum, which is $\tfrac12(R_a+R_e)$.

## A small system solved without the golden rule

Put three spinless electrons on a chain of six sites with irregular site energies, in the second, fourth and sixth orbitals from below. This is an excited determinant. Couple the third site to the 50 meV mode with $\lambda=0.3$ meV, and propagate electrons and quantum oscillator together for 60 fs by diagonalizing the full Hamiltonian, with twelve oscillator states kept.

Starting from two quanta, the quantum number grows by $5.14\times10^{-5}$. Ehrenfest dynamics with $|b|^2=2$, averaged over four initial phases, gives $2.98\times10^{-5}$. The difference is $2.16\times10^{-5}$, and this is also what the quantum oscillator gains when it starts with no quanta at all.

Here the Ehrenfest ion gains energy. In this excited determinant stimulated emission outweighs absorption, so the friction is negative over the interval. Ehrenfest dynamics can thus amplify a motion that already exists, but it leaves out the spontaneous part.

## The noise of a biased level

Now let the level, at energy $\varepsilon_0$, be joined to left and right leads with wide, featureless bands and widths $\Gamma_L$ and $\Gamma_R$, where $\Gamma=\Gamma_L+\Gamma_R$. The chemical potentials are $\pm eV/2$. A lead wave of energy $E$ and unit drive has an amplitude $\varphi$ on the level that obeys $E\varphi=(\varepsilon_0-i\Gamma/2)\varphi+1$, so $|\varphi|^2=1/[(E-\varepsilon_0)^2+\Gamma^2/4]$. Weighting each lead by $\Gamma_\alpha$ and its Fermi function $f_\alpha$ gives the occupied and empty spectra

$$A_<=A\,F,\qquad A_>=A\,(1-F),$$

$$A(E)=\frac{\Gamma}{(E-\varepsilon_0)^2+\Gamma^2/4},\qquad F=\frac{\Gamma_Lf_L+\Gamma_Rf_R}{\Gamma}.$$

For independent electrons Wick's theorem factorizes the correlator of one spin into $\langle d^\dagger(\tau)d(0)\rangle\langle d(\tau)d^\dagger(0)\rangle$, where $d$ removes an electron from the level. The first factor is $\int dE\,e^{iE\tau/\hbar}A_<(E)/2\pi$ and the second is $\int dE'e^{-iE'\tau/\hbar}A_>(E')/2\pi$. The time integral sets $E'=E+\hbar\omega$:

$$S_1(\omega)=\frac{\hbar}{2\pi}\int dE\,A_<(E)\,A_>(E+\hbar\omega).$$

The two spins fluctuate independently, so $S=2S_1$. Shifting the energy variable in $S_1(-\Omega)$ by $\hbar\Omega$ and subtracting, the products $F(E)F(E+\hbar\Omega)$ cancel:

$$\gamma=\frac{\lambda^2}{\pi\hbar}\int dE\,A(E)A(E+\hbar\Omega)\,[F(E)-F(E+\hbar\Omega)].$$

Both Fermi functions fall with energy, and so does $F$. In this model the friction is therefore positive at every bias, and under steady bias Ehrenfest dynamics can only cool the mode.

Two limits show what is lost. At zero bias $F$ is a single Fermi function, for which $f(E+\hbar\Omega)[1-f(E)]=e^{-\hbar\Omega/k_BT}f(E)[1-f(E+\hbar\Omega)]$. Then $R_e=e^{-\hbar\Omega/k_BT}R_a$, and

$$N_{ss}=\frac{1}{e^{\hbar\Omega/k_BT}-1},$$

the Bose number. Ehrenfest dynamics goes to zero even here, so it fails to bring the ion to the temperature of electrons in equilibrium.

The second limit is a cold conductor with constant $A$ and equal widths. $F$ is $1$ below both chemical potentials, $\tfrac12$ between them and $0$ above. Emission needs an occupied state at $E$ and an empty one at $E-\hbar\Omega$. For $eV>\hbar\Omega$ this holds on an interval of length $eV-\hbar\Omega$, where the product of the two factors is $\tfrac14$. The integral of $F(E)-F(E+\hbar\Omega)$ is $\hbar\Omega$. Hence

$$N_{ss}=\frac{eV-\hbar\Omega}{4\hbar\Omega}\quad(eV>\hbar\Omega),$$

and zero below the threshold. At 0.30 V and 50 meV this gives $0.25/0.20=1.25$ quanta, where Ehrenfest dynamics gives none.

## The junction in numbers

The opening example has $\varepsilon_0=0.30$ eV, $\Gamma_L=\Gamma_R=0.10$ eV, $\hbar\Omega=50$ meV, $\lambda=10$ meV, $T=300$ K and $V=0.60$ V. Numerical integration gives $S_1(-\Omega)/\hbar=0.992$ eV$^{-1}$ and $S_1(\Omega)/\hbar=2.091$ eV$^{-1}$. With $\hbar=0.658$ eV fs,

$$R_e=\frac{2(0.010\ \text{eV})^2(0.992\ \text{eV}^{-1})}{0.658\ \text{eV fs}}=0.302\ \text{ps}^{-1},$$

and in the same way $R_a=0.635$ ps$^{-1}$. The friction rate is $\gamma=0.334$ ps$^{-1}$, and $N_{ss}=0.302/0.334=0.90$. A thermal oscillator with this many quanta would have

$$T_{\rm vib}=\frac{\hbar\Omega}{k_B\ln(1+1/N_{ss})}=779\ \text{K}.$$

The quantum number follows $N(t)=N_{ss}+(N_0-N_{ss})e^{-\gamma t}$ with $N_0=0.169$. The Ehrenfest numbers come from stepping the classical ion and the lead waves together in time, starting from $|b|^2=N_0$, and averaging over two vibrational periods of 82.7 fs.

| Time (ps) | Quantum $N$ | Ehrenfest $N_{cl}$ |
|---|---|---|
| 0.08 | 0.189 | 0.164 |
| 3.06 | 0.639 | 0.060 |
| 5.87 | 0.800 | 0.024 |

The Ehrenfest run decays at 0.336 ps$^{-1}$, within one percent of the derived $\gamma$. Its friction is sound, and its final state is wrong.

The mean force can still set the ion moving when it changes. If the empty level is suddenly joined to the leads with the ion at rest, charge flows in and the equilibrium position moves. The ion rings with at most 0.011 quanta, averaged over two periods, and this falls to 0.0016 by the end of the run. That is a switching transient, far below 0.90, and it dies out while the current flows on.

The electrical power is $10.88\ \mu\text{A}\times0.60\ \text{V}=6.5\ \mu$W, with the current taken from the transmission $\Gamma_L\Gamma_R/[(E-\varepsilon_0)^2+\Gamma^2/4]$. Spontaneous emission carries $\hbar\Omega R_e=2.4$ nW, a fraction $3.7\times10^{-4}$. An energy balance of the whole circuit would hardly notice its absence, yet it decides the temperature of the ion.

With all else fixed, $N_{ss}$ is 0.45, 0.49, 0.90 and 3.87 at 0.2, 0.4, 0.6 and 0.8 V. The steep end follows from the formula for $\gamma$. Friction draws on $A^2$ near the steps of $F$, and at 0.6 V the upper step lies on the resonance. At 0.8 V it has moved 0.1 eV beyond, where $A$ is half its peak value, while the window between the chemical potentials now covers more of the resonance and feeds emission.

## Beside a real junction

These are rough values for a single-molecule break junction. The current is high for such a device, because the level is strongly coupled and the bias window reaches it. The model also isolates the mode, while real vibrations lose energy to their surroundings. A 50 meV quantum lies above the phonon band of gold, which ends near 20 meV, so it cannot decay directly into a single electrode phonon. Its loss then needs several phonons or other modes of the molecule. With an assumed strong loss $\kappa=1$ ps$^{-1}$ to surroundings at 300 K,

$$N=\frac{R_e+\kappa N_0}{\gamma+\kappa}=\frac{0.302+0.169}{1.334}=0.353,$$

or 432 K instead of 779 K. Dropping $R_e$, as Ehrenfest dynamics does, while keeping this thermal bath gives $0.169/1.334=0.127$, a vibration colder than its electrodes. With a weaker loss of 0.1 ps$^{-1}$ the quantum value would be 0.73, much closer to that of the isolated mode. Charging also counts. A rough repulsion of 0.5 eV, treated as a mean field, raises the level by 51 meV and, without $\kappa$, lowers $N_{ss}$ to 0.59. This repulsion is 2.5 times $\Gamma$, beyond the range where a mean field is reliable, so the number only shows how sensitive $N_{ss}$ is to the level position. The vibration shakes the level by 17% of its half width $\Gamma/2$, so second order in $\lambda$ is reasonable but not precise. In a Morse well 2 eV deep the step from no quanta to one would soften by 1.25% from its harmonic value, and the next step by 2.5%.

## Where the refutation stops

The missing term is small beside the friction when $R_e\ll\gamma N$, that is, when $N\gg N_{ss}$. For an ion moving with much more energy than the current would sustain, Ehrenfest dynamics gives the energy loss well. It fails as the ion approaches the state that Joule heating is meant to determine.

Nor does the result say that Ehrenfest ions never gain energy from a current. With two modes the mean force need not be conservative. Take two sites at 0.30 eV joined by a hopping of 0.1 eV, each coupled to one lead with width 0.10 eV and each shifted by its own mode with $\lambda=10$ meV. Let $\mathcal F_i$ be the mean force conjugate to $\xi_i$. Numerical differentiation gives $\partial\mathcal F_1/\partial\xi_2-\partial\mathcal F_2/\partial\xi_1=-0.39$ meV at 0.6 V and zero without bias. By Stokes's theorem a small loop in the $(\xi_1,\xi_2)$ plane then gains 0.39 meV per unit area in one sense and loses as much in the other. An Ehrenfest trajectory can be pumped by this gain if it beats friction and if the motion keeps circulating in the favoured sense. The second condition needs modes close in frequency, because a splitting, whether bare or caused by the symmetric part of the mean force, suppresses the circulation. This is work done by a mean force on a motion already under way, and it does not replace the random heating of an ion at rest.
